# Why Polarization Electrostriction Varies Less with Temperature than Field Electrostriction

## The problem: a coefficient that does not keep

Suppose an electrostrictive actuator is calibrated a little above its ferroelectric transition. The strain is quadratic in the field, and the coefficient is recorded as strain per field squared. The device is then used at another temperature. In the model crystal worked out below, whose paraelectric phase loses stability at $T_0=378.5$ K, cooling from $1.10\,T_0$ to $1.01\,T_0$ raises that coefficient by a factor of 96. Over the same interval the strain per polarization squared changes by 0.3 percent.

Both coefficients describe the same strain. The difference arises because the field coefficient contains the square of the susceptibility, which diverges at $T_0$. What remains after that square is divided out has its own reason for being steady, and that reason has limits.

## Definitions and the factorization

Consider a centrosymmetric crystal in its nonpolar phase, with one polar axis and one strain component $x$. Temperature is held fixed while the field is applied, and stress $\sigma$ is positive in tension. Let $x_0$ be the strain at zero field at the same temperature. Reversing the field $E$ reverses the polarization $P$ but leaves the strain unchanged, so at low field and zero stress

$$P=\eta E,\qquad x-x_0=ME^2=QP^2 .$$

Here $\eta=dP/dE=\varepsilon_0\chi_e$. In Hartree atomic units $\varepsilon_0=1/4\pi$, so $\chi_e=4\pi\eta$. Inserting $P=\eta E$ in the last expression gives $QP^2=Q\eta^2E^2$, and therefore

$$M=Q\eta^2,\qquad \frac{d\ln M}{dT}=\frac{d\ln Q}{dT}+2\,\frac{d\ln\eta}{dT}.$$

This is an identity. It would hold even if $Q$ varied wildly, so it cannot by itself explain why $Q$ is steady. For that we need to know what $Q$ measures.

## What each coefficient measures

Let $G(T,\sigma,E)$ be the free energy per volume whose differential is

$$dG=-S\,dT-x\,d\sigma-P\,dE .$$

Equality of its mixed second derivatives gives $\partial x/\partial E=\partial P/\partial\sigma$. At low field the left side is $2ME$ and the right side is $E\,\partial\eta/\partial\sigma$. Hence

$$M=\frac12\frac{\partial\eta}{\partial\sigma},\qquad
Q=\frac{M}{\eta^2}=\frac{1}{2\eta^2}\frac{\partial\eta}{\partial\sigma}=-\frac12\frac{\partial(1/\eta)}{\partial\sigma}.$$

So, apart from constant factors, $M$ is the stress derivative of a quantity that diverges, while $Q$ is the stress derivative of its inverse, which goes to zero. If the inverse passes through zero smoothly, its derivative there is an ordinary finite number.

In the Curie-Weiss regime, $1/\eta=(T-T_0(\sigma))/C(\sigma)$. With primes for stress derivatives,

$$\frac{\partial(1/\eta)}{\partial\sigma}=-\frac{T_0'}{C}-\frac{(T-T_0)C'}{C^2}.$$

Multiplying by $-\tfrac12$ gives $Q$, and multiplying $Q$ by $\eta^2=C^2/(T-T_0)^2$ gives $M$:

$$Q=\frac{T_0'}{2C}+\frac{(T-T_0)C'}{2C^2},\qquad
M=\frac{C\,T_0'}{2(T-T_0)^2}+\frac{C'}{2(T-T_0)} .$$

Near $T_0$ the first term dominates in each. $Q$ then reports how far stress moves the transition, in units set by the Curie constant. $M$ reports the same shift multiplied by the squared response of polarization to field. The second terms should not be used to estimate how $Q$ drifts with temperature. If $1/\eta$ also contains a curvature term $a(T-T_0)^2$, then $Q$ gains $aT_0'(T-T_0)$, which is of the same order as the $C'$ term. In the model below the two nearly cancel: the $C'$ term alone would make $Q$ rise on heating, whereas it falls slightly.

## Why the inverse susceptibility is smooth: a lattice model

The Curie-Weiss form was assumed above. A simple model shows where it comes from and what $Q$ is made of. Each cell, of volume $v$, has a polar displacement $u$ carrying charge $Z$. Its local energy is

$$\tfrac12ku^2+\tfrac14bu^4-gxu^2-ZEu .$$

Every cell is coupled equally to all others, which contributes $-\tfrac12(J+2hx)m^2$ per cell, with $m=\langle u\rangle$. The elastic energy per cell is $\tfrac12Kx^2-v\sigma x$. Thus $g$ describes how strain softens the local well, and $h$ how it strengthens the coupling between cells. The displacements are classical. With such long-range coupling and infinitely many cells, $m$ does not fluctuate, and each cell feels the effective field

$$f=ZE+(J+2hx)m .$$

The free energy per cell is

$$\phi=\tfrac12(J+2hx)m^2+\tfrac12Kx^2-v\sigma x-k_BT\ln\!\int\! du\;e^{-(\frac12ku^2+\frac14bu^4-gxu^2-fu)/k_BT}.$$

The first term is positive because the effective field counts each pair of cells twice. Setting the derivatives to zero,

$$\frac{\partial\phi}{\partial m}=(J+2hx)(m-\langle u\rangle)=0,$$
$$\frac{\partial\phi}{\partial x}=hm^2+Kx-v\sigma-g\langle u^2\rangle-2hm\langle u\rangle=0 .$$

The first gives $m=\langle u\rangle$. With this, the second becomes $Kx=v\sigma+g\langle u^2\rangle+hm^2$.

**Susceptibility.** Take $\sigma=0$ and let $s_2=\langle u^2\rangle$ and $s_4=\langle u^4\rangle$ at zero field, where $Kx_0=gs_2$. To first order in $f$ the Boltzmann weight gains a factor $1+fu/k_BT$, so $m=s_2f/k_BT$. The strain change is of order $f^2$ and does not enter yet. Replacing $f$ by its definition,

$$\frac{k_BT}{s_2}\,m-(J+2hx_0)\,m=ZE .$$

Since $P=Zm/v$, we have $m=vP/Z$. Dividing by $ZP$ gives

$$\frac1\eta=\frac EP=\frac{v}{Z^2}\left(\frac{k_BT}{s_2}-J-2hx_0\right).$$

The bracket is the restoring stiffness of one cell minus the coupling that favours polarization. Both are finite and smooth in temperature. The nonpolar phase loses stability where they cancel. For the parameters used below, the transition at that point is continuous. In an elastically softer crystal (smaller $K$), the coupling to strain can make it first order, and the polar phase then takes over before the cancellation is complete.

**Strain.** Now go to second order in $f$, with $\delta x=x-x_0$. The terms even in $u$ in the weight are

$$1+\frac{f^2u^2}{2(k_BT)^2}+\frac{g\,\delta x\,u^2}{k_BT}.$$

Write $a=f^2/2(k_BT)^2+g\,\delta x/k_BT$ for the coefficient of $u^2$. To first order in $a$,

$$\langle u^2\rangle=\frac{s_2+as_4}{1+as_2}=s_2+a(s_4-s_2^2)=s_2+aW,\qquad W=s_4-s_2^2 .$$

Because $f/k_BT=m/s_2$ at leading order, the field part of $aW$ is $Wm^2/2s_2^2=\kappa m^2$, with $\kappa=W/2s_2^2$. Subtracting the zero-field strain equation from the full one,

$$K\,\delta x=g\left(\kappa m^2+\frac{gW}{k_BT}\,\delta x\right)+hm^2 .$$

Collecting $\delta x$ on the left and using $m=vP/Z$,

$$Q=\frac{\delta x}{P^2}=\frac{v^2}{Z^2}\;\frac{g\kappa+h}{K-g^2W/k_BT}.$$

This is the physical answer. $Q$ contains averages over a single cell, which do not become singular at $T_0$ as long as the softened elastic constant in the denominator stays positive. The near-cancellation that makes the crystal easy to polarize appears in $1/\eta$ and nowhere in $Q$. Once the polarization is given, the strain no longer depends on how small a field was needed to produce it.

## How large the effect is

The example uses round model parameters in Hartree units, which represent no particular material: $k=0.02$, $b=0.2$, $J=0.036$, $g=h=0.1$, $K=3$, $Z=6$, $v=400$.

At $1.10\,T_0$, $k_BT=1.31854\times10^{-3}$ and $s_2=0.035384$, so the cell stiffness is $k_BT/s_2=0.037264$. The zero-field strain is $x_0=0.1\times0.035384/3=0.0011795$, so the coupling is $0.036+0.2\times0.0011795=0.036236$. The difference is 0.001028, and

$$\frac1\eta=\frac{400}{36}\times0.001028=0.01142,\qquad \eta\approx87.6 .$$

With $\kappa=0.7364$ and a softened elastic constant of 2.986,

$$Q=\left(\frac{400}{6}\right)^2\frac{0.1\times0.7364+0.1}{2.986}=258.4,$$
$$M=258.4\times87.6^2=1.98\times10^6 .$$

In SI units these are $Q=0.079\ \mathrm{m^4/C^2}$ and $M=7.5\times10^{-18}\ \mathrm{m^2/V^2}$.

At $1.01\,T_0$ the stiffness and coupling are 0.036327 and 0.036222. The stiffness has fallen by 2.5 percent, but the difference has fallen about tenfold, to 0.000105. That is the source of nearly all the rise in $M$.

| $T/T_0$ | $\eta$ | $Q$ | $M$ |
|---|---|---|---|
| 1.01 | 859 | 259.2 | $1.91\times10^8$ |
| 1.10 | 87.6 | 258.4 | $1.98\times10^6$ |
| 1.50 | 18.9 | 256.0 | $9.12\times10^4$ |

Between 1.50 and 1.01 $T_0$, $M$ grows by a factor of 2097. The squared susceptibility accounts for 2072 of this and $Q$ for the remaining factor of 1.012. At $1.10\,T_0$ the logarithmic slopes $T\,d\ln(\cdot)/dT$ are $-0.032$ for $Q$ and $-10.77$ for $\eta$, which combine to $-0.032-2\times10.77=-21.57$ for $M$.

The small drift of $Q$ can be traced. On heating from 1.01 to 1.50 $T_0$, $\kappa$ falls from 0.741 to 0.719, which lowers $g\kappa+h$ by 1.3 percent. The softened elastic constant also falls, by 0.06 percent, and offsets a little of this. The number $\kappa$ describes the shape of the local displacement distribution: it is 1 for a harmonic well, where $s_4=3s_2^2$, and 0.59 for a purely quartic one. Heating lets the quartic term count for more.

The limit at $T_0$ can be reached by a separate route. Stress moves $k_BT_0$ by 5.327 bohr³, or 57 K/GPa, and the slope of $1/\eta$ against $k_BT$ is 97.34. Half their product is $\tfrac12\times5.3269\times97.336=259.2$, which agrees with the $Q$ found from strain and polarization at $T_0$. As a further test, at five temperatures the $M$ obtained by applying a field matched half the stress derivative of $\eta$ to within 3 parts in $10^4$. The coefficients at all five temperatures are listed in the numerical output.

## Strong fields

Close to $T_0$ the linear law $P=\eta E$ fails early, because the linear restoring term is so weak. At $1.01\,T_0$ a field of $5\times10^{-6}$ atomic units (2.6 MV/m) would give $P=4.29\times10^{-3}$ by the linear law. The computed polarization is $1.01\times10^{-3}$, a fraction 0.236 of that. The strain is $2.66\times10^{-4}$, so strain per field squared has dropped to 0.056 of its low-field value, which is essentially $0.236^2$. Strain per polarization squared is only about 0.2 percent above $Q$.

In this example, the steadiness of $Q$ therefore extends to a field well beyond the linear range of $P$, though not to arbitrarily strong fields. What falls short of the linear law is the polarization produced by the field, and the strain follows the square of that polarization.

## Where the claim weakens or fails

**Critical fluctuations.** The finite limit of $Q$ is a mean-field result. Suppose instead that $1/\eta=A(T-T_c(\sigma))^\gamma$. The leading stress derivative comes from $T_c$, and

$$Q=\tfrac12\gamma A\,T_c'\,(T-T_c)^{\gamma-1},\qquad
M=Q\eta^2=\frac{\gamma T_c'}{2A}(T-T_c)^{-\gamma-1}.$$

For $\gamma>1$, $Q$ is no longer constant but vanishes at $T_c$. It is still the less sensitive coefficient, since $|\gamma-1|<\gamma+1$ for any positive $\gamma$.

A soft mode with short-range coupling in three dimensions gives a definite case when it is treated in a self-consistent approximation, in which each mode feels only the mean square of the fluctuations. The exponent found below belongs to that approximation and is not a general value for three-dimensional crystals. Let $r=1/\eta$ in dimensionless units. A negative bare stiffness is balanced by thermal fluctuations at all wavevectors $p$ up to a cutoff of 1:

$$r=-1-\sigma+T\int_0^1\frac{p^2\,dp}{r+p^2}=-1-\sigma+T\left(1-\sqrt r\,\arctan\frac1{\sqrt r}\right).$$

For small $r$ the arctangent tends to $\pi/2$, and $r$ is negligible beside $\sqrt r$. This leaves $\tfrac{\pi}{2}T\sqrt r=T-T_c$ with $T_c=1+\sigma$, so $r\propto(T-T_c)^2$ and $\gamma=2$. The predicted exponents are $-2$ for $\eta$, 1 for $Q$ and $-3$ for $M$. Numerical solution close to $T_c$ gives $-1.997$, 0.997 and $-2.997$.

**Cancelling couplings.** If $g$ and $h$ have opposite signs, $g\kappa+h$ can be close to zero. A small absolute drift in $\kappa$ is then a large relative drift in $Q$. If $Q$ vanishes at $T_0$ itself, so that $T_0'=0$, the Curie-Weiss expressions give $Q\propto T-T_0$ and $M\propto1/(T-T_0)$.

**The polar phase.** With a spontaneous polarization $P_s$, the field expansion becomes $P=P_s+\eta E+\tfrac12\eta_2E^2$. If the strain is still $QP^2$, it contains a linear, piezoelectric term $2QP_s\eta E$, and the coefficient of $E^2$ is $Q(\eta^2+P_s\eta_2)$. The relation $M=Q\eta^2$ then no longer holds.

## What to do in practice

**Record $Q$ and $\eta(T)$ rather than a single $M$.** The field coefficient at the working temperature is then $Q\,\eta(T)^2$. In the example, using the $Q$ found at $1.50\,T_0$ to predict $M$ at $1.01\,T_0$ gives an error of 1.2 percent of the true value, provided $\eta$ is known there. Check $Q$ at two temperatures in the nonpolar phase before treating it as constant.

**Control the temperature according to the distance from $T_0$.** Since $M\propto(T-T_0)^{-2}$ near $T_0$, a small temperature error $\delta T$ changes $M$ by the fraction $2\,\delta T/(T-T_0)$. At $1.01\,T_0$ the distance is 3.8 K, so an error of 0.1 K changes $M$ by about 5 percent. A large field response and this sensitivity come together. The rule assumes a crystal that follows the Curie-Weiss law. Many electrostrictive actuators use relaxors, whose susceptibility has a broad maximum instead. For these, as long as $Q$ is steady, estimate the fractional change of $M$ from the measured susceptibility as $2\,\delta T\,d\ln\eta/dT$.

**Control charge rather than voltage where steady strain matters.** At fixed polarization the field-induced strain inherits the small drift of $Q$, which is 1.2 percent between 1.01 and 1.50 $T_0$ in the example. Fixed electrode charge is nearly the same condition when $\chi_e$ is large. Here the field's own share of the charge, described below, raises the drift to 2.0 percent. The model leaves out the change of sample shape and the attraction between the electrodes. That attraction gives a strain of order $s\varepsilon E^2/2$, with compliance $s\approx v/K$ and $\varepsilon=\varepsilon_0+\eta$. This is about 1.4 percent of $ME^2$ at $1.50\,T_0$ and 0.03 percent at $1.01\,T_0$, so in a real device drifts at the percent level need this correction as well. The voltage needed to hold that polarization still changes with temperature.

**Subtract the zero-field strain at the same temperature.** In the example $x_0=gs_2/K$ grows by $3.5\times10^{-4}$ between 1.01 and 1.50 $T_0$. This exceeds the strain induced by the strong field above, and a steady $Q$ does nothing to remove it.

**Separate polarization from electrode charge.** Electrodes register $D=\varepsilon_0E+P=P(1+1/\chi_e)$. Using $D$ in place of $P$ lowers the apparent $Q$ by about $2/\chi_e$. At $1.50\,T_0$, where $\chi_e=237$, this is 0.8 percent, comparable with the real drift of $Q$; at $1.01\,T_0$ it is 0.02 percent. Leakage charge counted as polarization lowers the apparent $Q$ in the same way.

## Computed values

```
Inputs (Hartree atomic units)
k = 0.02, b = 0.2, J = 0.036, g = 0.1, h = 0.1, K = 3.0, Z = 6.0, v = 400.0
kT0 = 1.198674e-03 hartree; T0 = 378.5 K
T/T0, eta [a.u.], chi_e = 4 pi eta [1], Q [a.u.], M [a.u.]
1.01  858.992  10794.4  259.165  1.9123e+08
1.03  287.591  3614.0  258.999  2.1421e+07
1.10  87.576  1100.5  258.448  1.9822e+06
1.30  30.364  381.6  257.093  2.3703e+05
1.50  18.873  237.2  255.984  9.1177e+04
Q(1.01 T0)/Q(1.5 T0) = 1.0124
M(1.01 T0)/M(1.5 T0) = 2097.3
eta ratio squared, same temperatures = 2071.6
T/T0, <u^2> [bohr^2], kappa [1], softened K [hartree]
1.01  0.033327  0.7414  2.98640
1.03  0.033790  0.7403  2.98631
1.10  0.035384  0.7364  2.98601
1.30  0.039723  0.7269  2.98528
1.50  0.043789  0.7191  2.98466
d(kT0)/d(stress) = 5.3269 bohr^3
dT0/d(stress) = 57.17 K/GPa
d(1/eta)/d(kT) at T0 = 97.336 a.u.
Q at T0 from these two slopes = 259.249 a.u.
Q at T0 from strain and polarization = 259.249 a.u.
Exponents in T-T0, from 1.001 T0 and 1.002 T0
eta: -0.9997, Q: -0.00005, M: -1.9994
T d ln(.)/dT at 1.1 T0
eta: -10.771, Q: -0.0321, M: -21.574
SI at 1.1 T0: Q = 0.0790 m^4/C^2
SI at 1.1 T0: M = 7.496e-18 m^2/V^2
Strong field at 1.01 T0: E = 5.00e-06 a.u. = 2.571e+06 V/m
P = 1.0120e-03 a.u.; linear estimate eta E = 4.2950e-03 a.u.
field-induced strain = 2.6595e-04
(strain/E^2)/M = 0.0556; (strain/P^2)/Q = 1.0020
Short-range soft mode, exponents in T-Tc
eta: -1.9971, Q: 0.9971, M: -2.9971
```
